Light in-plane mass of heavy holes in thin (001) germanium films

**A film of p orbitals**

Take a film with its normal along z and, for the moment, holes without spin. The top of the valence band is built from three p-like Bloch states, X, Y and Z. Count hole energy upward from the band edge and write it as ħ²/2m0 times a coefficient times k². A p state has one coefficient, A, for motion along its own axis and another, B, for motion across it. Rough germanium parameters give A = 30.2 and B = 5.0.

The reason for A > B can be seen in the coupling to the s-like conduction state S. The momentum element ⟨S|p_x|X⟩ is allowed, while ⟨S|p_y|X⟩ vanishes because its integrand is odd in x. Motion along x therefore couples X to S. The two levels repel, the valence electron energy falls, and the hole energy rises. Other remote bands also contribute; A and B contain their combined effect.

Confinement along z costs least for states with the smallest coefficient along z. These are X and Y, for which z is a transverse direction. In the plane, however, each has one transverse direction and one along its own axis. The equal mixture (X + iY)/√2, for which the X–Y cross terms cancel as shown below, has the in-plane coefficient

(A + B)/2 = (30.2 + 5.0)/2 = 17.6.

The state is heavy along z and light in the plane for one reason: it contains no Z orbital. Spin–orbit coupling turns this mixture into the heavy hole.

**The diagonal masses**

The Luttinger parameters γ1, γ2 and γ3 define

A = γ1 + 4γ2,  B = γ1 − 2γ2.

In units of ħ²/2m0, the orbital Hamiltonian is

H_ii = A k_i² + B(k² − k_i²),
H_ij = 6γ3 k_i k_j for i ≠ j.

Spin–orbit coupling separates total angular momentum J = 3/2 from the split-off states with J = 1/2. With the z axis along [001], two of the J = 3/2 states are

|3/2⟩ = −(X + iY)↑/√2,
|1/2⟩ = √(2/3) Z↑ − (X + iY)↓/√6.

The first has the largest possible orbital and spin projections. The second follows from it by applying the lowering operator and normalizing. Time reversal gives the partners with mJ = −3/2 and −1/2, which have the same energies.

The squared amplitudes on X, Y and Z are 1/2, 1/2, 0 for the heavy hole and 1/6, 1/6, 2/3 for the light hole. To find a diagonal energy one averages H over these states. The X–Y cross terms enter as iH_XY − iH_YX, which is zero because H_XY = H_YX. In the light hole, Z goes with spin up and X, Y with spin down, so there is no Z cross term. What remains is a weighted average of A and B.

Heavy hole, along z: B = γ1 − 2γ2.
Heavy hole, in the plane: (A + B)/2 = γ1 + γ2.
Light hole, along z: (2A + B)/3 = γ1 + 2γ2.
Light hole, in the plane: (A + 5B)/6 = γ1 − γ2.

In the last line, for motion along x, the X share 1/6 contributes A and the remaining 5/6 contributes B. Each coefficient is an inverse mass in units of 1/m0. Hence

m_HH,par = m0/(γ1 + γ2) < m_LH,par = m0/(γ1 − γ2)

whenever γ2 > 0 and γ1 > γ2. At γ2 = 0 all four masses coincide and the effect disappears.

A sum rule makes the exchange plain. For any one orbital, the coefficients along three perpendicular axes add up to A + 2B = 3γ1. Both kinds of hole inherit this sum:

2(γ1 + γ2) + (γ1 − 2γ2) = 3γ1,
2(γ1 − γ2) + (γ1 + 2γ2) = 3γ1.

The state with the smaller inverse mass along z must have the larger one in the plane. "Heavy" and "light" are names for motion along the quantization axis.

**The same result in Luttinger's form**

For the orbital angular momentum L of a p state, |i⟩⟨i| = 1 − L_i² and |i⟩⟨j| + |j⟩⟨i| = −(L_iL_j + L_jL_i). Since A − B = 6γ2, the orbital Hamiltonian becomes

H = Bk² + 6γ2 Σ k_i²(1 − L_i²) − 6γ3 Σ_{i<j} k_ik_j(L_iL_j + L_jL_i).

Within J = 3/2, rotational symmetry makes the traceless quadratic tensor of L proportional to that of J. The heavy hole fixes the factor: L_z² − 2/3 = 1/3, while J_z² − 5/4 = 1, so the factor is 1/3. Thus 1 − L_i² becomes 3/4 − J_i²/3, and

H = (γ1 + 5γ2/2)k² − 2γ2 Σ k_i²J_i² − 2γ3 Σ_{i<j} k_ik_j(J_iJ_j + J_jJ_i).

The last sum has no diagonal elements. Because J_x² + J_y² + J_z² = 15/4, a state with projection m has ⟨J_x²⟩ = ⟨J_y²⟩ = (15/4 − m²)/2. Its diagonal coefficients are

in the plane: γ1 + 5γ2/2 − γ2(15/4 − m²) = γ1 + γ2(m² − 5/4),
along z: γ1 + 5γ2/2 − 2γ2m².

Setting m² = 9/4 and 1/4 returns the four masses above.

**Numbers for an 8 nm film**

With γ1 = 13.4, γ2 = 4.2 and γ3 = 5.7, the diagonal masses in units of m0 are:

heavy hole: 0.200 along z, 0.057 in the plane;
light hole: 0.046 along z, 0.109 in the plane.

The in-plane ratio is 17.6/9.2 = 1.91. Between hard walls a distance L apart, the envelope is √(2/L) sin(nπz/L), so k_z² = (nπ/L)². For L = 8 nm the first heavy-hole subband, HH1, lies at 29.4 meV. The others follow from the coefficients along z:

HH2: 4 × 29.38 = 117.5 meV,
LH1: 29.38 × 21.8/5.0 = 128.1 meV.

The lowest subband is therefore the one with the small diagonal in-plane mass. This is the useful consequence for a p-channel. But the diagonal Hamiltonian is an approximation, and the small distance between LH1 and HH2 matters as soon as the holes move in the plane.

**What band mixing does to HH1**

The x–z term of H connects mJ = 3/2 with 1/2. Since J_z is diagonal,

⟨3/2|J_xJ_z + J_zJ_x|1/2⟩ = (1/2 + 3/2)⟨3/2|J_x|1/2⟩ = 2 × √3/2 = √3.

Adding the y–z term gives the coupling

S = −2√3 γ3 (k_x − ik_y)k_z.

It has magnitude 2√3 γ3 k|k_z|, where k is now the in-plane wave number. The states −3/2 and −1/2 have the same coupling apart from phase. Between +1/2 and −1/2 the factor is 1/2 − 1/2 = 0. The other heavy–light coupling is quadratic in in-plane k and changes nondegenerate subband energies first at order k⁴.

In a film k_z is the operator −i d/dz. Its element between envelopes m and n is

⟨m|k_z|n⟩ = −i(2nπ/L²) ∫₀ᴸ sin(mπz/L) cos(nπz/L) dz.

Writing the product as half the sum of two sines, the integral is zero for m + n even (m ≠ n) and, for m + n odd,

(L/π)[1/(m + n) + 1/(m − n)] = 2mL/[π(m² − n²)].

The diagonal element also vanishes. Therefore

|⟨m|k_z|n⟩| = 4mn/(L|m² − n²|), m + n odd.

HH1 couples to light-hole subbands with even m. Second-order perturbation theory divides the squared coupling by E_HH1 − E_LHm, which is negative. The k² coefficient becomes

m0/m_HH1 = γ1 + γ2 − (12γ3²/π²) Σ_{m even} [4m/(m² − 1)]² / [(γ1 + 2γ2)m² − (γ1 − 2γ2)].

The squared coupling and the energy differences both scale as 1/L², so L cancels. Thinning a hard-wall film does not remove the correction in this four-band model, even though it separates the subbands.

The m = 2 term has numerator 12 × 5.7² × (8/3)² = 2772 and denominator π²(87.2 − 5.0) = 811. It contributes −3.42; the full sum contributes −3.59. Thus

m0/m_HH1 = 17.60 − 3.59 = 14.01,
m_HH1 = 0.071 m0.

Diagonalizing the four-band film with 16 sine functions, and taking the curvature at k = 0.003/L, gives 14.015 against 14.014 from the sum. HH1 is about 26% heavier than its diagonal value, but still lighter than the diagonal light-hole mass. Since |k_x − ik_y|² = k², its edge mass is isotropic in the plane.

**Why the true LH1 does not follow the simple comparison**

For LH1 the same matrix elements appear, with heavy-hole subbands as partners:

m0/m_LH1 = γ1 − γ2 + (12γ3²/π²) Σ_{m even} [4m/(m² − 1)]² / [(γ1 + 2γ2) − (γ1 − 2γ2)m²].

At m = 2 the last bracket is 21.8 − 20.0 = 1.8, where HH1 had 82.2. This single term is 2772/(1.8π²) = 156. The full result is m0/m_LH1 = 164, or a mass of 0.006 m0. The true LH1 edge of the unstrained four-band film is lighter than the HH1 edge. The statement that the heavy-hole subband is lighter in the plane than the light-hole subband thus holds for the diagonal masses, but not for the edge masses of this film.

The tiny mass describes a tiny range of k. The LH1–HH2 coupling reaches half their separation at k = 0.021 nm⁻¹. Well below this value the repulsion is quadratic in k. At this value two levels repel by (√2 − 1)/2 = 0.207 of their separation, where the quadratic formula gives 0.25; farther out the parabola becomes steadily worse.

The sign is fragile too. At k = 0 the light hole also couples to the split-off state

|SO⟩ = [Z↑ + (X + iY)↓]/√3.

Its diagonal coefficient along z is (A + 2B)/3 = γ1. Its coupling to the light hole is √2(A − B)/3 = 2√2 γ2. One unit of coefficient costs 29.38/5.0 = 5.876 meV in the first envelope, so with a split-off energy of 290 meV the two levels and their coupling are

light hole: 128.1 meV,
split-off: 290 + 13.4 × 5.876 = 368.7 meV,
coupling: 11.88 × 5.876 = 69.8 meV.

The lower eigenvalue is

248.4 − √(120.3² + 69.8²) = 109.3 meV.

HH2 stays at 117.5 meV, because there is no J = 1/2 state with projection ±3/2. LH1 has moved from above HH2 to below it. The repulsion now pushes LH1 down as k grows, and the six-band edge mass is −0.0085 m0. A negative value means that hole energy initially falls with k. HH1, far from this near-degeneracy, changes little: 0.0717 m0 instead of 0.0714 m0. Both models keep the Luttinger parameters independent of energy, although nearly all of A comes from the conduction state S only about 0.9 eV away. Letting that contribution weaken with hole energy E as E_p/(E_g + E), with E_p ≈ 26 eV and E_g ≈ 0.9 eV, lowers LH1 to about 115 meV in four bands, already below HH2, and to about 102 meV in six. It also raises the HH1 edge mass to about 0.074 m0. The third digit of these masses is therefore a property of the model, not of germanium.

**Strain: a clean limit and a less clean film**

There is a limit in which the diagonal comparison gives true edge masses. Let strain with its axis along z = [001], such as equal biaxial strain in the plane, split the heavy and light holes in a bulk crystal, and consider motion with k_z = 0. (Strain along another axis, such as uniaxial strain along [110], selects different states and gives different, anisotropic in-plane masses.) Then S vanishes. The remaining heavy–light coupling is proportional to k², so its square divided by the fixed splitting is of order k⁴. In the four-band model the edge coefficients are then γ1 + γ2 and γ1 − γ2. For a splitting of 10 ħ²/(2m0a²), with a an arbitrary length, diagonalization at k = 0.003/a along [100] gives 17.6 and 9.2.

A strained thin film need not be in this limit, because its envelopes still contain k_z. If strain raises the light-hole energy by D, every denominator in the HH1 sum grows and HH1 moves toward its diagonal mass. For LH1 the m = 2 bracket becomes 1.8 + D/(5.876 meV). Take D = 50 meV as a round example at the same thickness. The bracket is then 10.3 and its term is 2772/(10.3π²) = 27. Added to 9.2, this still makes LH1 lighter than HH1 at the edge; the m = 4 term is about −1 and does not alter the order. If strain instead lowers the light holes by more than 10.6 meV, the bracket changes sign. These statements belong to the four-band hard-wall model; the split-off band shifts the crossing.

**Oxide barriers**

A high-k oxide is not a hard wall. Let the hole mass be m_z in germanium and m_ox in the oxide, and let the envelope decay as exp(−κz) outside. Continuity of the envelope and of its derivative divided by the mass gives, at the wall,

|ψ/ψ′| in the film = m_ox/(m_z κ).

For a level well below the barrier this length is roughly the extra width seen by the envelope on each side, provided it is small compared with L. At equal κ it is 0.200/0.046 = 4.4 times longer for the light hole than for the heavy hole. Soft walls therefore lower LH1 much more than HH1.

With a barrier of 3 eV and an oxide mass of 0.5 m0, both rough values, the four-band estimate is:

HH1: 29.4 → 24.3 meV,
HH2: 117.5 → 97.4 meV,
LH1: 128.1 → 64.7 meV.

The HH1 edge mass rises from 0.071 to 0.091 m0. It remains below the diagonal light-hole mass of 0.109 m0, but about half of the margin has gone. The soft walls lower the light-hole levels more than HH1, which shrinks the energy denominators in the HH1 sum; the coupling elements change as well, and the two effects were not separated. LH1 lies below HH2 and has an edge mass of −0.11 m0.

This estimate sets γ3 to zero in the oxide and symmetrizes the coupling at the interface. It omits the split-off band, and a single oxide mass is a crude picture of an interface. Its use is to show the size of the sensitivity: the soft wall changes the HH1 mass far more than the split-off band does in the hard-wall film. With soft walls LH1 lies closer to HH1, and the split-off band and the form of the interface coupling both matter. Adding the split-off band raises the HH1 mass from 0.091 to about 0.098 m0. Other orderings of k_z and the coupling at the interface spread it over about 0.087–0.099 m0 in four bands and 0.092–0.109 m0 in six. The remaining margin below the diagonal light-hole mass should not be relied on.

**Gate field and hole density**

For a one-sided gate holding p = 10¹² holes per cm², Gauss's law gives the surface field ep/(ε0εr). With εr = 16 this is 0.113 MV/cm. Applied uniformly over 8 nm it produces a potential-energy drop of 90.5 meV, comparable with the subband spacing. Even so, the six-band HH1 edge mass, averaged over the two spin branches, changes only from 0.0717 to 0.0733 m0. The field does split the two branches away from the edge, by about 6 meV at k = 0.25 nm⁻¹, and a uniform field five times larger raises the edge mass to about 0.086 m0. In a real one-sided channel the holes screen the field, so the uniform surface value overstates the average at this density.

The larger limitation is the use of an edge mass away from the edge. If one spin-degenerate subband had a circular Fermi contour, p = k_F²/(2π), and hence k_F = √(2πp). To measure the departure from a parabola, define a secant mass by setting the energy rise from k = 0 to k_F equal to ħ²k_F²/(2m_sec). The hard-wall six-band film without a field gives:

p = 10¹² cm⁻², k_F = 0.25 nm⁻¹:
[100]: rise 25.3 meV, m_sec = 0.095 m0;
[110]: rise 20.2 meV, m_sec = 0.118 m0.

p = 5 × 10¹² cm⁻², k_F = 0.56 nm⁻¹:
[100]: rise 42.3 meV, m_sec = 0.28 m0;
[110]: rise 25.7 meV, m_sec = 0.47 m0.

The edge parabola would give rises of 33.4 and 166.8 meV at the two densities. At the higher density it is wrong by a factor of four along [100] and more than six along [110]. The circular contour is then itself a poor approximation, and these entries are samples of the dispersion at a stated k, not self-consistent Fermi energies. With a one-sided gate, the higher density would also bring five times the surface field found above, which this field-free film leaves out. Nor is the secant mass a transport mass, which depends on the local slope and curvature.

The diagonal model signals its own failure. HH1 starts lower than LH1 but rises faster. With ε = ħ²k²/2m0, their diagonal parabolas meet when

29.4 + 17.6ε = 128.1 + 9.2ε (energies in meV),

so ε = 98.7/8.4 = 11.8 meV. The edge parabola, with coefficient 1/0.0717 = 13.9, gives ε = 166.8/13.9 = 12.0 meV at the higher density. The wave number sampled there is thus almost where the diagonal bands cross. Off-diagonal coupling cannot be a small correction at that point.

**Reading the result for a real channel**

The band parameters are rough values for germanium, and a film near 10 nm with a high-k gate dielectric is a realistic setting for a p-channel transistor. Such a channel may also be strained, contain an interfacial layer, or be driven to several 10¹² holes per cm² or more. The hard, unstrained film is therefore a reference case. Within the four-band estimate with symmetrized interface coupling, replacing hard walls by rough oxide barriers raises the HH1 edge mass by about 28%. Moving to k_F at 5 × 10¹² cm⁻² in the hard-wall film raises the relevant secant mass by a factor of about four to six and a half, depending on direction. At 300 K the thermal energy is 25.9 meV. Along [110] the computed rise is no larger than this even at k = 0.56 nm⁻¹, so at 10¹² cm⁻² thermally occupied states extend well beyond k_F = 0.25 nm⁻¹. The masses sampled at k_F then do not describe the whole hole population.

For design work this suggests the following division:

- Use γ1 + γ2 to understand why confinement selects a state with a small in-plane mass, and as a rough first estimate near the HH1 edge. It can be well off: the oxide-clad estimate above gives a mass 60% larger than the diagonal one.
- Include heavy–light mixing for a numerical HH1 edge mass. In an oxide-clad film, vary the barrier and interface description as well.
- Do not assign LH1 the mass m0/(γ1 − γ2) without checking its distance from heavy-hole subbands of opposite envelope parity.
- When k_F or thermal occupation reaches the nonparabolic region, calculate density of states and velocity from the full subbands, with the actual strain and self-consistent gate potential.

A small mass alone does not fix mobility, which also needs the scattering rates. The numerical output lists the masses, energies and field estimates used here.

Computed values

```
Luttinger parameters g1, g2, g3: 13.4, 4.2, 5.7
Film thickness: 8.0 nm; split-off energy: 290 meV
HH orbital shares X,Y,Z: [0.5 0.5 0. ]
LH orbital shares X,Y,Z: [0.1667 0.1667 0.6667]
p-orbital inverse mass, own axis: 30.20 /m0
p-orbital inverse mass, across: 5.00 /m0
HH diagonal inverse mass z, in-plane: 5.00, 17.60 /m0
LH diagonal inverse mass z, in-plane: 21.80, 9.20 /m0
HH diagonal mass z, in-plane: 0.2000, 0.0568 m0
LH diagonal mass z, in-plane: 0.0459, 0.1087 m0
Diagonal in-plane mass ratio LH/HH: 1.913
Strained bulk inverse masses (/m0): [17.6 17.6  9.2  9.2]
Hard-wall HH1 energy: 29.38 meV
Hard-wall HH2 energy: 117.51 meV
Hard-wall LH1 energy, four-band: 128.09 meV
Hard-wall LH1 energy, six-band: 109.31 meV
HH1 mixing correction, m=2 term: -3.417 /m0
HH1 mixing correction, full sum: -3.586 /m0
HH1 inverse mass, sum and matrix: 14.014, 14.015 /m0
LH1 inverse mass, sum and matrix: 164.31, 164.30 /m0
HH1 edge mass, four-band: 0.0714 m0
LH1 edge mass, four-band: 0.00609 m0
k where LH1-HH2 coupling is half their gap: 0.0211 1/nm
HH1 edge mass, six-band: 0.0717 m0
LH1 edge mass, six-band: -0.00854 m0
Oxide barrier: 3000 meV; oxide mass: 0.50 m0
Soft-wall HH1, HH2, LH1: 24.32, 97.42, 64.69 meV
Soft-wall HH1 edge mass, four-band: 0.0911 m0
Soft-wall LH1 edge mass, four-band: -0.10518 m0
Relative permittivity of film: 16
Surface field at 1e12 cm^-2: 0.113 MV/cm
Potential energy drop across film: 90.5 meV
HH1 edge mass with this field, six-band: 0.0733 m0
Thermal energy at 300 K: 25.85 meV
Density 1e+12 cm^-2: circular kF = 0.2507 1/nm
  parabolic HH1 rise at kF: 33.4 meV
  six-band rise [100], [110]: 25.3, 20.2 meV
  secant mass [100], [110]: 0.0948, 0.1184 m0
Density 5e+12 cm^-2: circular kF = 0.5605 1/nm
  parabolic HH1 rise at kF: 166.8 meV
  six-band rise [100], [110]: 42.3, 25.7 meV
  secant mass [100], [110]: 0.2828, 0.4666 m0
```
